# Universal screening length of the boron-silicon pair: a numerical check

```python
# Result under test: the Ziegler-Biersack-Littmark (ZBL) screening length
#     a = 0.8854 a0 / (Z1^0.23 + Z2^0.23)
# of the boron-silicon pair is about 0.143 angstrom.
# Z1, Z2: nuclear charges; a0: Bohr radius; phi: screening function, defined by
#     V(r) = Z1 Z2 e^2 / (4 pi eps0 r) * phi(r/a).
# Independent check: interaction energy of frozen Hartree-Fock atoms, which
# contains no ZBL parameter. Internal calculations use atomic units.
import numpy as np
from scipy.constants import physical_constants
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq
from pyscf import gto, scf

BOHR = physical_constants["Bohr radius"][0] * 1e10
HARTREE_KEV = physical_constants["Hartree energy in eV"][0] / 1000
Z_B, Z_SI = 5, 14
PREFACTOR, POWER = 0.8854, 0.23


def screening_length(z1, z2, power=POWER):
    """ZBL screening length in bohr."""
    return PREFACTOR / (z1**power + z2**power)


def phi_universal(x):
    weights = np.array([0.1818, 0.5099, 0.2802, 0.02817])
    rates = np.array([3.2, 0.9423, 0.4029, 0.2016])
    return float(np.sum(weights * np.exp(-rates * x)))


# Thomas-Fermi origin of the prefactor: find the length b that turns
# Poisson's equation into phi'' = phi^(3/2) / sqrt(x), for unrelated inputs.
def poisson_mismatch(b, z, x, phi):
    r = b * x
    fermi_momentum = np.sqrt(2 * z * phi / r)
    density = 2 * (4 * np.pi / 3) * fermi_momentum**3 / (2 * np.pi)**3
    curvature = phi**1.5 / np.sqrt(x)
    return z * curvature / (b**2 * r) - 4 * np.pi * density


tf_constants = []
for z, x, phi in [(5, 0.3, 0.7), (14, 1.0, 0.4), (40, 2.5, 0.2)]:
    b = brentq(poisson_mismatch, 0.01, 5, args=(z, x, phi), xtol=1e-13)
    tf_constants.append(b * z**(1 / 3))
tf_closed = (9 * np.pi**2 / 128)**(1 / 3)
assert np.allclose(tf_constants, tf_closed, rtol=1e-8)
assert abs(tf_closed - PREFACTOR) < 1e-4  # published value has four digits

# The requested number and its sensitivity to the fitted exponent
a = screening_length(Z_B, Z_SI)
a_angstrom = a * BOHR
assert round(a_angstrom, 3) == 0.143
pb, ps = Z_B**POWER, Z_SI**POWER
log_slope = -(pb * np.log(Z_B) + ps * np.log(Z_SI)) / (pb + ps)
step = 1e-5
numerical_slope = (np.log(screening_length(Z_B, Z_SI, POWER + step))
                   - np.log(screening_length(Z_B, Z_SI, POWER - step))) / (2 * step)
assert abs(log_slope - numerical_slope) < 1e-6


class FrozenAtom:
    """Spherically averaged Hartree-Fock atom with density and potential."""

    def __init__(self, symbol, charge, spin):
        self.charge = charge
        self.mol = gto.M(atom=symbol + " 0 0 0", basis="cc-pvtz",
                         spin=spin, verbose=0)
        self.dm = np.asarray(scf.hf.init_guess_by_atom(self.mol))
        if self.dm.ndim == 3:
            self.dm = self.dm.sum(axis=0)
        u = np.linspace(np.log(1e-5), np.log(30.0), 4000)
        r = np.exp(u)
        n = self.density(r)
        inner = CubicSpline(u, 4 * np.pi * r**3 * n).antiderivative()(u)
        outer = CubicSpline(u, 4 * np.pi * r**2 * n).antiderivative()(u)
        self.electrons = inner[-1]
        self.r_times_potential = CubicSpline(
            u, charge - inner - r * (outer[-1] - outer))

    def density(self, r, direction=(0.0, 0.0, 1.0)):
        points = np.outer(np.ravel(r), direction)
        ao = self.mol.eval_gto("GTOval_sph", points)
        n = np.sum((ao @ self.dm) * ao, axis=1)
        return np.maximum(n, 0).reshape(np.shape(r))

    def potential(self, r):
        safe = np.clip(r, 1e-5, 30.0)
        return self.r_times_potential(np.log(safe)) / safe


boron = FrozenAtom("B", Z_B, 1)
silicon = FrozenAtom("Si", Z_SI, 2)
for atom in (boron, silicon):
    assert abs(atom.electrons - atom.charge) < 1e-3
    radii = np.array([0.1, 0.5, 1.5])
    diagonal = np.ones(3) / np.sqrt(3)
    assert np.allclose(atom.density(radii), atom.density(radii, diagonal),
                       rtol=1e-5)


def frozen_interaction(distance):
    """Electrostatic, kinetic and exchange parts of the interaction energy."""
    nodes_m, weights_m = np.polynomial.legendre.leggauss(180)
    nodes_n, weights_n = np.polynomial.legendre.leggauss(90)
    top = np.arccosh(2 * 20.0 / distance)
    mu = (0.5 * top * (nodes_m + 1))[:, None]
    nu = (0.5 * np.pi * (nodes_n + 1))[None, :]
    weight = np.outer(0.5 * top * weights_m, 0.5 * np.pi * weights_n)
    xi, eta = np.cosh(mu), np.cos(nu)
    volume = (2 * np.pi * (distance / 2)**3 * (xi**2 - eta**2)
              * np.sinh(mu) * np.sin(nu) * weight)
    r_b = distance / 2 * (xi + eta)
    r_si = distance / 2 * (xi - eta)
    n_b, n_si = boron.density(r_b), silicon.density(r_si)
    b_in_si = (Z_B * silicon.potential(distance)
               - np.sum(volume * n_b * silicon.potential(r_si)))
    si_in_b = (Z_SI * boron.potential(distance)
               - np.sum(volume * n_si * boron.potential(r_b)))
    # Either atom may be placed in the field of the other
    assert abs(b_in_si - si_in_b) < 2e-3 * abs(b_in_si)

    def excess(power):
        return np.sum(volume * ((n_b + n_si)**power
                                - n_b**power - n_si**power))

    kinetic = 0.3 * (3 * np.pi**2)**(2 / 3) * excess(5 / 3)
    exchange = -0.75 * (3 / np.pi)**(1 / 3) * excess(4 / 3)
    return float(b_in_si), float(kinetic), float(exchange)


comparison = []
for multiple in (0.5, 1.0, 2.0):
    distance = multiple * a
    parts = frozen_interaction(distance)
    phi_atoms = sum(parts) * distance / (Z_B * Z_SI)
    phi_zbl = phi_universal(multiple)
    # A universal fit scatters from pair to pair, hence 20 percent
    assert abs(phi_zbl / phi_atoms - 1) < 0.20
    matching = brentq(lambda s: phi_universal(distance / s) - phi_atoms,
                      0.05 * a, 20 * a)
    comparison.append((multiple, distance, parts, phi_atoms, phi_zbl, matching))

bare = Z_B * Z_SI / a * HARTREE_KEV
phi_one = phi_universal(1.0)
assert abs(phi_one - np.exp(-1)) > 0.01

print(f"Nuclear charges of B and Si: {Z_B}, {Z_SI}")
print(f"Bohr radius: {BOHR:.6f} angstrom")
print(f"Thomas-Fermi constant: {tf_closed:.5f}")
print(f"ZBL prefactor, exponent: {PREFACTOR}, {POWER}")
print(f"ln 5, ln 14: {np.log(Z_B):.5f}, {np.log(Z_SI):.5f}")
print(f"5^0.23: {pb:.5f}")
print(f"14^0.23: {ps:.5f}")
print(f"Sum of the powers: {pb + ps:.5f}")
print(f"0.8854 a0: {PREFACTOR * BOHR:.5f} angstrom")
print(f"Screening length: {a_angstrom:.5f} angstrom")
print(f"Screening length, rounded: {a_angstrom:.3f} angstrom")
print(f"Screening length: {a:.4f} bohr")
print(f"With Thomas-Fermi constant: {a_angstrom * tf_closed / PREFACTOR:.5f} angstrom")
wrong = PREFACTOR * BOHR / (Z_B + Z_SI)**POWER
print(f"Wrong use, (Z1+Z2)^0.23: {wrong:.3f} angstrom")
print(f"d ln a / d exponent: {log_slope:.3f}")
for p in (0.225, 0.235):
    print(f"a with exponent {p}: {screening_length(Z_B, Z_SI, p) * BOHR:.4f} angstrom")
print(f"Universal phi(0): {phi_universal(0.0):.5f}")
print(f"Universal phi(1): {phi_one:.4f}")
print(f"1/e for comparison: {np.exp(-1):.4f}")
print(f"Bare repulsion at r = a: {bare:.3f} keV")
print(f"ZBL repulsion at r = a: {bare * phi_one:.3f} keV")
print("Frozen Hartree-Fock atoms, cc-pVTZ basis:")
for multiple, distance, parts, phi_atoms, phi_zbl, matching in comparison:
    print(f"R = {multiple} a = {distance * BOHR:.4f} angstrom")
    es, kin, exch = [part * HARTREE_KEV for part in parts]
    print(f"  electrostatic, kinetic, exchange: {es:.3f}, {kin:.3f}, {exch:.3f} keV")
    print(f"  total energy: {es + kin + exch:.3f} keV")
    print(f"  phi from atoms, universal phi: {phi_atoms:.4f}, {phi_zbl:.4f}")
    print(f"  universal relative to atoms: {100 * (phi_zbl / phi_atoms - 1):+.1f} percent")
    print(f"  matching screening length: {matching * BOHR:.4f} angstrom")
print("checks complete")
```

It prints:

```
Nuclear charges of B and Si: 5, 14
Bohr radius: 0.529177 angstrom
Thomas-Fermi constant: 0.88534
ZBL prefactor, exponent: 0.8854, 0.23
ln 5, ln 14: 1.60944, 2.63906
5^0.23: 1.44798
14^0.23: 1.83489
Sum of the powers: 3.28287
0.8854 a0: 0.46853 angstrom
Screening length: 0.14272 angstrom
Screening length, rounded: 0.143 angstrom
Screening length: 0.2697 bohr
With Thomas-Fermi constant: 0.14271 angstrom
Wrong use, (Z1+Z2)^0.23: 0.238 angstrom
d ln a / d exponent: -2.185
a with exponent 0.225: 0.1443 angstrom
a with exponent 0.235: 0.1412 angstrom
Universal phi(0): 1.00007
Universal phi(1): 0.4164
1/e for comparison: 0.3679
Bare repulsion at r = a: 7.063 keV
ZBL repulsion at r = a: 2.941 keV
Frozen Hartree-Fock atoms, cc-pVTZ basis:
R = 0.5 a = 0.0714 angstrom
  electrostatic, kinetic, exchange: 7.656, 1.515, -0.080 keV
  total energy: 9.091 keV
  phi from atoms, universal phi: 0.6436, 0.6096
  universal relative to atoms: -5.3 percent
  matching screening length: 0.1634 angstrom
R = 1.0 a = 0.1427 angstrom
  electrostatic, kinetic, exchange: 2.270, 0.987, -0.064 keV
  total energy: 3.193 keV
  phi from atoms, universal phi: 0.4522, 0.4164
  universal relative to atoms: -7.9 percent
  matching screening length: 0.1614 angstrom
R = 2.0 a = 0.2854 angstrom
  electrostatic, kinetic, exchange: 0.487, 0.428, -0.039 keV
  total energy: 0.876 keV
  phi from atoms, universal phi: 0.2481, 0.2217
  universal relative to atoms: -10.6 percent
  matching screening length: 0.1578 angstrom
checks complete
```
